\section*{Choosing a Boltzmann solver for the Lorenz ratio of a pure metal}

\section{Two temperatures, two verdicts on one setting}

For a free-electron metal with round parameters in the rough regime of copper, the lowest-order variational solution of the Boltzmann equation overestimates the electrical resistivity by 0.2\% at 300 K and by 0.3\% at 5 K, relative to the full solution of the same model. For the thermal resistivity the corresponding errors are 0.03\% and 51\%. Yet both solutions make the Lorenz ratio $L=\kappa\rho/T$ fall as $T^2$ at low temperature.

Programs that compute transport from electron--phonon coupling may offer this choice of solver: a fixed trial function, or a linear system for the electron distribution. This guide derives what the trial function does to $\rho$, $\kappa$ and $L$, and when the cheaper choice suffices.

\section{What the variational setting computes}

The model has electron density $n$, one electron per atom, mass $m$ and charge $-e$. Electrons scatter from longitudinal Debye phonons, $\omega=cq$ with $q<q_D=2^{1/3}k_F$, through a constant deformation coupling $D$. The mass density is $M$. Phonons stay in equilibrium, umklapp is left out, and $k_BT\ll E_F$.

Write $f=f_0+(-\partial f_0/\partial\varepsilon)\Phi$. Since $-\partial f_0/\partial\varepsilon=f_0(1-f_0)/k_BT$, the odds $f/(1-f)$ change by the factor $1+\Phi/k_BT$ to first order. The net flow from $\mathbf k$ to $\mathbf k'$ vanishes in equilibrium, so its first-order part is $W_{kk'}(\Phi_k-\Phi_{k'})/k_BT$. Here $W_{kk'}$ is the equilibrium transition rate, symmetric by detailed balance. The steady state obeys
\begin{equation}
X_k=(P\Phi)_k=\frac1{k_BT}\sum_{k'}W_{kk'}(\Phi_k-\Phi_{k'}).
\end{equation}
For fields along $x$, the drift term is $X=-eE\,J_1-(\partial_xT/T)J_2$, with $J_1=(-\partial f_0/\partial\varepsilon)v_x$ and $J_2=(\varepsilon-\mu)J_1$. With $\langle a,b\rangle=(2/V)\sum_k a_kb_k$, where 2 counts spin, the electric current is $-e\langle J_1,\Phi\rangle$ and the heat current is $\langle J_2,\Phi\rangle$. Hence
\begin{equation}
\sigma=e^2\langle J_1,P^{-1}J_1\rangle,\qquad
\kappa=\frac1T\langle J_2,P^{-1}J_2\rangle .
\end{equation}
The thermoelectric correction to $\kappa$ is of relative order $(k_BT/E_F)^2L_0/L$. This stays small here even where $L\ll L_0$, and the correction is dropped.

Because $P$ is symmetric and positive on the driven functions, the Cauchy--Schwarz inequality for $P^{-1/2}J$ and $P^{1/2}\Phi$ gives $\langle J,\Phi\rangle^2\le\langle J,P^{-1}J\rangle\langle\Phi,P\Phi\rangle$. Therefore
\begin{equation}
\rho\le\frac{\langle\Phi_1,P\Phi_1\rangle}{e^2\langle\Phi_1,J_1\rangle^2},
\qquad
\frac1\kappa\le\frac{T\langle\Phi_2,P\Phi_2\rangle}{\langle\Phi_2,J_2\rangle^2}.
\label{bounds}
\end{equation}
The lowest-order setting uses $\Phi_1=k_x$, a rigid shift of the Fermi sphere, and $\Phi_2=(\varepsilon-\mu)k_x$, which shifts electrons above and below $\mu$ in opposite directions. Both resistivities are upper bounds. Their quotient $L$ is not a bound.

The denominators follow from $(-\partial f_0/\partial\varepsilon)v_x=-\hbar^{-1}\partial f_0/\partial k_x$. Integration by parts gives $\langle\Phi_1,J_1\rangle=n/\hbar$. The extra factor $(\varepsilon-\mu)^2$ has thermal average $(\pi^2/3)(k_BT)^2$, so $\langle\Phi_2,J_2\rangle=(n/\hbar)(\pi^2/3)(k_BT)^2$ at leading order.

\section{The collision integrals}

By symmetry, $\langle\Phi,P\Phi\rangle$ is $(2/V)/(2k_BT)$ times the sum of $W(\Delta\Phi)^2$ over all ordered pairs. Each emission reverses an absorption and contributes equally, so absorption alone may be kept and the factor $1/2$ dropped:
\begin{align}
\langle\Phi,P\Phi\rangle={}&\frac{2}{Vk_BT}\sum_{\mathbf k,\mathbf q}
f_0(\varepsilon_k)[1-f_0(\varepsilon_{k+q})]\,n_q\frac{2\pi}{\hbar}|g_q|^2\nonumber\\
&\times\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega)(\Delta\Phi)^2,
\quad |g_q|^2=\frac{D^2\hbar q}{2McV}.
\end{align}
Let $\nu$ be the cosine between $\mathbf k$ and $\mathbf q$. The energy change is $\hbar^2kq\nu/m+\hbar^2q^2/2m$, so the $\nu$ integral of the delta function is $m/(\hbar^2kq)$. A solution exists near the Fermi surface because $q_D<2k_F$. With $k\,dk=m\,d\varepsilon/\hbar^2$, the sum over $\mathbf k$ per volume becomes $m^2/(4\pi^2\hbar^4q)\int d\varepsilon$. With $\sum_{\mathbf q}=V\int q^2dq/2\pi^2$,
\begin{equation}
\langle\Phi,P\Phi\rangle=\frac{D^2m^2}{4\pi^3\hbar^4Mc\,k_BT}
\int_0^{q_D}\!q^2dq\,n_q\!\int\! d\varepsilon\,f_0(1-f_0')\overline{(\Delta\Phi)^2},
\label{form}
\end{equation}
where the bar averages over crystal directions and a prime marks the final state.

Let $x=(\varepsilon-\mu)/k_BT$, $z=\hbar\omega/k_BT$ and $f(x)=1/(e^x+1)$. From $f(x+z)[1-f(x)]=e^{-z}f(x)[1-f(x+z)]$ one finds
\begin{equation}
f(x)[1-f(x+z)]=\frac{f(x)-f(x+z)}{1-e^{-z}},
\end{equation}
whose integral over $x$ is $z/(1-e^{-z})$. The thermal case also needs this integral weighted by $x(x+z)$. Put $u=x+z/2$, so that $x(x+z)=u^2-z^2/4$, and write the difference of Fermi functions as $\int_{-z/2}^{z/2}(-f')(u+s)\,ds$. Then
\begin{align}
\int x(x+z)[f(x)-f(x+z)]dx
&=\int_{-z/2}^{z/2}\Big(\frac{\pi^2}{3}+s^2\Big)ds-\frac{z^3}{4}\nonumber\\
&=z\Big(\frac{\pi^2}{3}-\frac{z^2}{6}\Big).
\end{align}

For charge, $\overline{(\Delta\Phi_1)^2}=q^2/3$. Define
\begin{equation}
t=\frac T\Theta,\quad k_B\Theta=\hbar cq_D,\quad
J_r(y)=\int_0^y\frac{z^re^z}{(e^z-1)^2}dz .
\end{equation}
Substituting $q=q_Dtz$ in \eqref{form} and using \eqref{bounds} gives
\begin{equation}
\rho=At^5J_5(1/t),\qquad
A=\frac{D^2m^2q_D^5}{12\pi^3\hbar^2e^2n^2Mc}.
\label{rho}
\end{equation}

For heat, let $\xi=\varepsilon-\mu$. Since $2\mathbf k\cdot\mathbf k'=k^2+k'^2-q^2$,
\begin{align}
3\,\overline{(\Delta\Phi_2)^2}&=|\xi'\mathbf k'-\xi\mathbf k|^2\nonumber\\
&=(\xi'-\xi)(\xi'k'^2-\xi k^2)+\xi\xi'q^2\nonumber\\
&\simeq(\hbar\omega)^2k_F^2+\xi\xi'q^2 .
\label{heatloss}
\end{align}
The last line sets $k,k'\to k_F$. Its first term is a change of energy at nearly fixed direction. It degrades a heat current, because an electron above $\mu$ can drop below it, but it leaves the charge current almost unchanged.

Relative to the charge integrand $q^2$, the first term carries $(k_BT)^2(k_F/q_D)^2/t^2$, and the second carries $(k_BT)^2(\pi^2/3-z^2/6)$. Thus $\langle\Phi_2,P\Phi_2\rangle/\langle\Phi_1,P\Phi_1\rangle$ equals $(k_BT)^2[(k_F/q_D)^2/t^2+\pi^2/3-J_7/6J_5]$. Dividing by the normalizations, with $L_0=\pi^2k_B^2/3e^2$, gives
\begin{align}
\frac1\kappa&=\frac{\rho}{L_0T}B,\qquad \frac{L}{L_0}=\frac1B,\nonumber\\
B&=1+\frac{3}{\pi^2}\Big(\frac{k_F}{q_D}\Big)^2\frac1{t^2}
-\frac{J_7(1/t)}{2\pi^2J_5(1/t)} .
\label{B}
\end{align}

\section{Limits of the formulas}

For $T\gg\Theta$, $J_r(y)\to y^{r-1}/(r-1)$. Then $\rho\to At/4$ and $B-1\to0.158/t^2$: phonon energies are small beside $k_BT$, and $L\to L_0$.

For $T\ll\Theta$ the integrals tend to $J_5=124.43$ and $J_7=5082.1$. The resistivity goes as $T^5$, and the last term of $B$ tends to $-2.069$. With $a=(\pi^2/3)(q_D/k_F)^2=5.222$,
\begin{equation}
\frac L{L_0}\simeq\frac{at^2}{1-1.069\,at^2}\to at^2,\qquad
\kappa\propto T^{-2}.
\label{low}
\end{equation}
The $T^2$ law is the squared ratio of a thermal phonon's wavenumber to $k_F$: small-angle collisions relax heat at once but turn the momentum only slightly.

A direct integration over pairs $\mathbf k,\mathbf k'$, with the energy condition solved for $|\mathbf k'|$ and finite $k_BT/E_F$, tests both formulas at 300, 77, 20, 5 and 2.5 K. The largest relative difference is $1.4\times10^{-4}$. Between 2.5 and 5 K the directly integrated $L$ has exponent 2.0015, and $\rho$ has exponent 5.0000.

\section{What a full solution changes}

Let $\Phi=k_x\varphi(x)$ with $\varphi$ free. The algebra of \eqref{heatloss} now gives $k_F^2(\varphi'-\varphi)^2+q^2\varphi\varphi'$, where $\varphi'=\varphi(x+z)$. Up to the common prefactor, the collision form is
\begin{align}
Q[\varphi]={}&\int_0^{1/t}\!\frac{z^2dz}{e^z-1}\int dx\,f(x)[1-f(x+z)]\nonumber\\
&\times\{R(\varphi'-\varphi)^2+z^2\varphi\varphi'\},
\quad R=\frac{(k_F/q_D)^2}{t^2}.
\label{Q}
\end{align}
The full $\rho$ is $At^5$ times the minimum of $Q$ at fixed $\int(-f')\varphi\,dx=1$. For heat, the constraint is $\int(-f')x\varphi\,dx=1$.

At low temperature $R$ is large. For charge, the $R$ term vanishes for constant $\varphi$, which is the trial function. Put $\varphi=1+\delta$. The $z^2$ term is linear in $\delta$ at first order, while the cost of $\delta$ is of order $R\delta^2$. The best $\delta$ is therefore of order $1/R$, and so is the reduction of $\rho$. The excess of the variational $\rho$ is 0.290\% at 5 K and 0.072\% at 2.5 K, the factor of four expected from $R\propto T^{-2}$.

For heat, the constraint forbids a constant, so the $R$ term dominates. Its minimum is $R$ times a number independent of temperature, because the upper limit $1/t$ may be replaced by infinity. Hence $1/\kappa\propto t^5R/T\propto T^2$ for the full solution too. But nothing forces the minimizing $\varphi$ to be linear in $x$. The variational thermal resistivity is too high by a factor 1.516 at 20 K and 1.512 at 2.5 K. The full $L$ has exponent 1.9986 between 2.5 and 5 K, with a coefficient near $7.9$ instead of $5.2$. Halving the energy step changes the full $L$ at 5 K by a relative $6\times10^{-8}$.

\section{Worked example}

Take $n=85$ nm$^{-3}$, $\Theta=320$ K, $M=9$ g/cm$^3$ and $D=6.5$ eV. Then $(k_F/q_D)^2=0.630$ and $A=7.880$ $\mu\Omega$\,cm. At 300 K, $t=0.9375$, $J_5=0.3040$ and $J_7=0.2288$, so
\begin{align}
\rho&=7.880\times0.7242\times0.3040=1.735\ \mu\Omega\,\mathrm{cm},\nonumber\\
B&=1+0.218-0.038=1.180,\nonumber\\
\kappa&=\frac{2.443\times10^{-8}\times300}{1.735\times10^{-8}\times1.180}
=358\ \mathrm{W/(m\,K)} .
\end{align}
At 5 K, $B=1+784.3-2.07=783$. The table gives variational $\rho$ and $\kappa$, and $L/L_0$ from both solvers.

\begin{center}
\begin{tabular}{rcccc}
$T$ & $\rho$ & $\kappa$ & $L/L_0$ & $L/L_0$\\
(K) & ($\mu\Omega$\,cm) & (W/(m\,K)) & variational & full\\
300 & 1.735 & 358 & 0.848 & 0.846\\
77 & 0.207 & 240 & 0.264 & 0.263\\
40 & 0.0244 & 338 & 0.084 & 0.104\\
20 & $9.34\times10^{-4}$ & 1090 & 0.0208 & 0.0302\\
5 & $9.13\times10^{-7}$ & 17100 & 0.00128 & 0.00193
\end{tabular}
\end{center}

The agreement of the two $L$ values at 77 K is a cancellation: $\rho$ and $1/\kappa$ are each about 8\% too high. Agreement in $L$ alone therefore does not validate the solver.

A line of length $\ell$ with both ends held at $T$ obeys $\kappa T''=-j^2\rho$ for a small rise. The solution is a parabola with midpoint rise $\Delta T=j^2\rho\ell^2/8\kappa$. For $\ell=10\ \mu$m and $j=10$ MA/cm$^2$, in the bulk limit and without heat loss along the line, this gives 6.06 K at 300 K and 1.08 K at 77 K. Assuming $L=L_0$ divides the rise by $B$, giving 5.13 K and 0.28 K. Finite differences with temperature-dependent $\rho$ and $\kappa$ give 6.16 K and 1.11 K, so constant coefficients cost at most 3\% here.

\section{Impurities end the fall}

Elastic isotropic scattering adds $s\int(-f')\varphi^2dx$ to $Q$. This is $s$ for $\varphi=1$ and $s\pi^2/3$ for $\varphi=x$, which is the $L_0$ relation between the two resistivities. At the variational level a residual resistivity $\rho_0$ thus gives
\begin{equation}
\frac L{L_0}=\frac{\rho_0+\rho}{\rho_0+\rho B}.
\label{imp}
\end{equation}
While $\rho_0\ll\rho B$ and $T\ll\Theta$, this is nearly $(\rho_0+\rho)/(\rho B)$, with $\rho\propto T^5$ and $\rho B\propto T^3$. Setting its derivative to zero puts the minimum at $\rho=3\rho_0/2$. This is the limit of small $\rho_0$; for $\rho_0=0.001\ \mu\Omega$\,cm the minimum of \eqref{imp} lies at 21.6 K, where $\rho=1.37\rho_0$. The fall thus ends when $\rho$ becomes comparable with $\rho_0$, while phonons still dominate the thermal resistivity. On further cooling $L$ rises, and it returns to $L_0$ once $\rho B\ll\rho_0$. With $\rho_0=0.001\ \mu\Omega$\,cm, $L/L_0$ is 0.042 at 20 K, 0.15 at 10 K and 0.58 at 5 K. The full solution gives 0.061, 0.21 and 0.64. A $T^2$ fit to such a sample at these temperatures would fail even though the phonon part obeys the law.

\section{How the model stands beside copper lines}

The coupling was chosen to bring $\rho$ near copper's rough 1.7 $\mu\Omega$\,cm at room temperature, so that agreement is no prediction. The choice $\Theta=320$ K gives $c=2445$ m/s, near copper's Debye average over all three branches (roughly 2500 m/s) but about half its longitudinal speed (roughly 4900 m/s). The single branch thus stands in for the whole spectrum, and transverse phonons are absent. The solver errors of the pure model depend only on $T/\Theta$ and $k_F/q_D$; their positions in kelvin move with $c$. The model $\kappa$ of 358 lies near copper's rough 400 W/(m\,K). At 77 K the model's 240 is about half of copper's rough 500, while its $\rho$ of 0.207 $\mu\Omega$\,cm is near copper's rough 0.2. Since the heating goes as $\rho/\kappa$, it is about twice too large there. The full solution raises $\kappa$ only to 258, so the trial function is not the main cause; missing umklapp is a plausible one, but this is a conjecture. The current density is also above the rough few MA/cm$^2$ of ordinary design. Real narrow lines break the bulk assumption: the electron path is 38 nm at 300 K and 318 nm at 77 K, against a width $w=100$ nm. A crude extra elastic rate $v_F/w$ multiplies $\rho$ by $1+\text{path}/w$, or 1.4 and 4.2. By \eqref{imp} it moves $L/L_0$ to about 0.88 and 0.60.

Three other omissions matter for the choice of settings.

\emph{Umklapp.} In a free-electron fcc crystal, neighbouring Fermi spheres are separated by $2\pi\sqrt3/a-2k_F=2.94$ nm$^{-1}$, a phonon energy of 55 K in temperature units at the model's sound speed, or about 110 K at copper's longitudinal speed. Umklapp freezes out well below that. Copper's Fermi surface touches the zone boundary, so this gap does not protect it. For $T\gg\Theta$, momentum transfer $K$ has resistive weight $K^5/\omega^2$. Taking $\omega=cK$ up to $q_D$, and $\omega=cq_D$ from there to $2k_F$, gives an umklapp-to-normal ratio of 10 at constant $D$. This is only a scale: umklapp phonons with energies below $\hbar cq_D$ would raise it, and a coupling that weakens with $K$ would lower it. The fitted $D$ thus absorbs a large missing contribution and should not be read as a microscopic coupling.

\emph{Phonon drag.} Normal collisions conserve total momentum. If phonons lost momentum only to electrons, the resistivity of this model would vanish. The golden rule, with $\int(f_0-f_0')d\varepsilon=\hbar\omega$, gives the phonon damping rate
\begin{equation}
\Gamma_q=\frac{2\pi}\hbar\frac{D^2\hbar q}{2Mc}\,
\frac{2m^2}{4\pi^2\hbar^4q}\,\hbar cq=\frac{D^2m^2q}{2\pi\hbar^3M}.
\end{equation}
At 5 K and $q=5k_BT/\hbar c$ the path $c/\Gamma_q$ is 135 nm. In a 100 nm line the walls compete with the electrons; in a thick pure sample they do not, and equilibrium phonons need another justification.

\emph{Other heat channels.} With electron damping alone, the longitudinal phonons carry 4\% of the electronic heat current at 300 K. The electron--electron rate scale $(k_BT)^2/\hbar E_F$ is 0.3\% of the phonon heat-relaxation rate $ne^2\rho B/m$ at 300 K and 0.2\% at 5 K.

\section{Choosing the setting}

These recommendations hold for equilibrium phonons, a nearly isotropic Fermi surface and normal processes only; the percentages belong to this model. Umklapp can make the variational errors below $\Theta$ much larger, so for a real metal compare the two solvers at the temperatures of interest.

\begin{itemize}
\item Near $\Theta$ the lowest-order solver serves for both resistivities. Around $\Theta/4$, allow an error of 7 to 8\% in each. From there down to $\Theta/10$, the error in $\rho$ peaks at 12\% near $\Theta/7$, while that in $1/\kappa$ grows to 47\%.
\item Below about $\Theta/10$ it still serves for $\rho$: the error is 10\% at $\Theta/10$, 5\% at 20 K, and shrinks on further cooling. Use the full solution for $\kappa$ and $L$. The variational exponent is right, but the coefficient is not.
\item In this model, do not obtain $\kappa$ from $L_0T/\rho$ unless $T\gg\Theta$ or elastic scattering satisfies $\rho_0\gg\rho B$. In a real metal the error near $\Theta$ can be smaller: copper's rough room-temperature values above give $L/L_0\approx0.93$, against 0.85 in the model.
\item Refine the phonon mesh on cooling. The integrand of $J_5$ peaks near $z=5$, hence at $q\simeq5q_Dt$, which is 1.3 nm$^{-1}$ at 5 K. The mesh spacing must be well below this to resolve the phonons that set both resistivities. In the full thermal solution their weight lies at somewhat smaller $q$ still.
\end{itemize}

The remaining temperatures and intermediate values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
n = 85.0 nm^-3, Theta = 320 K, M = 9.0 g/cm3, D = 6.50 eV
kF = 13.602 nm^-1, qD = 17.138 nm^-1, (kF/qD)^2 = 0.6300
EF = 7.049 eV, sound speed = 2445 m/s
L0 = 2.4430e-08 W ohm/K^2, A = 7.880 uohm cm
J5(inf) = 124.431, J7(inf) = 5082.08, J7/(2 pi^2 J5) = 2.0691
300 K: J5 = 0.30402, J7 = 0.22879, B = 1.1797
5 K: B = 783.25
T^2 law: L/L0 = 5.2223 (T/Theta)^2
largest relative gap, golden rule vs formulas = 1.4e-04
exponents 2.5-5 K, golden rule: L 2.0015, rho 5.0000
exponent of L, full solution = 1.9986
residual resistivity = 0.0010 uohm cm
columns: T (K) | rho (uohm cm) | kappa (W/m/K) | L/L0 variational |
 T^2 law | full solution | variational+residual | full+residual
 300.0 1.735e+00 358.1 8.4764e-01 4.5899e+00 8.4597e-01 8.4772e-01 8.4605e-01
  77.0 2.070e-01 239.8 2.6391e-01 3.0238e-01 2.6308e-01 2.6485e-01 2.6409e-01
  40.0 2.440e-02 337.7 8.4333e-02 8.1599e-02 1.0377e-01 8.7486e-02 1.0794e-01
  20.0 9.338e-04 1091 2.0847e-02 2.0400e-02 3.0177e-02 4.2228e-02 6.1459e-02
  10.0 2.922e-05 4287 5.1279e-03 5.0999e-03 7.6708e-03 1.5365e-01 2.0688e-01
   5.0 9.132e-07 1.708e+04 1.2767e-03 1.2750e-03 1.9253e-03 5.8354e-01 6.3550e-01
   2.5 2.854e-08 6.824e+04 3.1886e-04 3.1875e-04 4.8179e-04 9.1788e-01 9.2295e-01
variational/full ratio of rho and of 1/kappa:
  300.0 K: 1.00230, 1.00033
   77.0 K: 1.07940, 1.07599
   20.0 K: 1.04748, 1.51631
    5.0 K: 1.00290, 1.51235
    2.5 K: 1.00072, 1.51210
full L at 5 K, relative shift on halving the step = -5.7e-08
line: length 10 um, j = 10 MA/cm2
  300 K: rise 6.0564 K, with L=L0 5.1337 K, finite differences 6.1615 K
  77 K: rise 1.0792 K, with L=L0 0.2848 K, finite differences 1.1104 K
line width for comparison = 100 nm
300 K: electron path 37.9 nm, with residual 37.9 nm
  phonon path at q = min(qD, 5kT/hbar c): 10.5 nm
  lattice/electron heat conduction 4.02e-02
  e-e rate scale / phonon heat-relaxation rate 2.94e-03
77 K: electron path 318 nm, with residual 316 nm
  phonon path at q = min(qD, 5kT/hbar c): 10.5 nm
  lattice/electron heat conduction 3.47e-02
  e-e rate scale / phonon heat-relaxation rate 5.05e-04
5 K: electron path 7.2e+07 nm, with residual 6.57e+04 nm
  phonon path at q = min(qD, 5kT/hbar c): 135 nm
  lattice/electron heat conduction 3.11e-06
  e-e rate scale / phonon heat-relaxation rate 2.34e-03
fcc free-electron umklapp gap = 2.939 nm^-1, as temperature 54.9 K
umklapp/normal weight, T >> Theta, constant D (upper scale) = 10.00
\end{verbatim}
